# The electron-loop part of the two-loop electron anomaly: test program

```python
# Result under test: one electron loop in the photon line of the one-loop
# electron vertex contributes (alpha/pi)^2 * A to the anomaly a = F2(0), with
#     A = 119/36 - pi^2/3.
# Units hbar = c = m = 1; metric (+,-,-,-).
# s     : squared mass of the effective photon, in units of m^2
# K(s)  : F2(0) for a photon of squared mass s, in units of alpha/pi
# rho(s): spectral weight of the electron pair, in units of alpha/pi
# F(Q2) : subtracted loop function at spacelike Q2, in units of alpha/pi
import numpy as np
import mpmath as mp
from scipy.integrate import quad, dblquad
from scipy.constants import fine_structure as alpha

pi = np.pi
A_formula = 119 / 36 - pi**2 / 3

# ---------- Dirac matrices ----------
one2, zero2, one4 = np.eye(2), np.zeros((2, 2)), np.eye(4)
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
gamma = [np.block([[one2, zero2], [zero2, -one2]]).astype(complex)]
gamma += [np.block([[zero2, t], [-t, zero2]]) for t in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])


def slash(p):
    return sum(metric[i] * p[i] * gamma[i] for i in range(4))


def dot(p, k):
    return float(np.sum(metric * p * k))


def on_shell(vec):
    vec = np.array(vec, float)
    return np.concatenate([[np.sqrt(1 + vec @ vec)], vec])


def contract(matrix):
    return sum(metric[i] * gamma[i] @ matrix @ gamma[i] for i in range(4))


p_in = on_shell([0.3, -0.2, 0.5])
p_out = on_shell([-0.1, 0.4, 0.25])
q = p_out - p_in
left, right = slash(p_out) + one4, slash(p_in) + one4


def sandwich(matrices):
    return np.array([left @ mat @ right for mat in matrices]).ravel()


# i sigma^{mu nu} q_nu / 2 = -[gamma^mu, qslash] / 4
magnetic = [-(g @ slash(q) - slash(q) @ g) / 4 for g in gamma]
design = np.column_stack([sandwich(gamma), sandwich(magnetic)])


def magnetic_coefficient(z):
    """Coefficient of i sigma q/2 in the vertex numerator at l = 0."""
    target = 0
    for share in (0.3, 0.7):          # symmetrize the two fermion lines
        y = share * (1 - z)
        k = z * p_in - y * q
        numerator = [contract((slash(k + q) + one4) @ g @ (slash(k) + one4))
                     for g in gamma]
        target = target + 0.5 * sandwich(numerator)
    coef = np.linalg.lstsq(design, target, rcond=None)[0]
    assert np.allclose(design @ coef, target, atol=1e-10)
    return coef[1].real


for z in (0.15, 0.5, 0.85):
    assert abs(magnetic_coefficient(z) + 4 * z * (1 - z)) < 1e-10

# the part quadratic in the loop momentum is proportional to gamma^mu
for g in gamma:
    assert np.allclose(contract(contract(g)), 4 * g)

# longitudinal photon terms give gamma^mu only
g_mom = np.array([0.7, 0.2, -0.6, 0.9])
prop_out = np.linalg.inv(slash(p_out - g_mom) - one4)
prop_in = np.linalg.inv(slash(p_in - g_mom) - one4)
longitudinal = [slash(g_mom) @ prop_out @ g @ prop_in @ slash(g_mom)
                for g in gamma]
assert np.allclose(sandwich(longitudinal), sandwich(gamma), atol=1e-9)

# combined denominator for an arbitrary loop momentum
x1, y1, z1, s1 = 0.2, 0.35, 0.45, 5.0
k = np.array([0.9, -0.4, 0.8, 0.1])
shifted = k + y1 * q - z1 * p_in
delta = (1 - z1)**2 + z1 * s1 - x1 * y1 * dot(q, q)
combined = (x1 * (dot(k, k) - 1) + y1 * (dot(k + q, k + q) - 1)
            + z1 * (dot(k - p_in, k - p_in) - s1))
assert abs(combined - (dot(shifted, shifted) - delta)) < 1e-12


# ---------- massive-photon kernel ----------
def K(s):
    return quad(lambda x: x * x * (1 - x) / (x * x + (1 - x) * s), 0, 1,
                epsabs=1e-13, epsrel=1e-11, limit=200)[0]


def K_from_matrices(s):
    nodes, weights = np.polynomial.legendre.leggauss(30)
    total = 0.0
    for z, w in zip((nodes + 1) / 2, weights / 2):
        d = (1 - z)**2 + z * s
        loop = quad(lambda l: l**3 / (l * l + d)**3, 0, np.inf,
                    epsabs=1e-13, epsrel=1e-10)[0] / (8 * pi**2)
        total += w * (1 - z) * (-8 * pi**2) * magnetic_coefficient(z) * loop
    return total


kernel_pairs = [(s, K_from_matrices(s), K(s)) for s in (1.0, 4.0, 25.0)]
for s, direct, formula in kernel_pairs:
    assert abs(direct - formula) < 1e-7
assert abs(K(0.0) - 0.5) < 1e-10


# ---------- electron-pair spectrum ----------
def rho(s):
    return np.sqrt(1 - 4 / s) * (1 + 2 / s) / 3


for s in (4.5, 9.0, 60.0):
    energy, v = np.sqrt(s) / 2, np.sqrt(1 - 4 / s)
    direction = np.array([0.6, 0.0, 0.8]) * energy * v
    p1 = np.concatenate([[energy], direction])
    p2 = np.concatenate([[energy], -direction])
    spin_sum = -sum(metric[i] * np.trace((slash(p1) + one4) @ gamma[i]
                    @ (slash(p2) - one4) @ gamma[i]) for i in range(4)).real
    assert abs(spin_sum - (4 * s + 8)) < 1e-9 * s
    # phase space v/(8 pi), transversality 1/3, e^2 = 4 pi alpha
    weight = 4 * pi**2 * spin_sum * v / (8 * pi) / 3 / (2 * pi * s)
    assert abs(weight - rho(s)) < 1e-10


def F_spectral(Q2):
    def integrand(v):
        s = 4 / (1 - v * v)
        return 2 * v / (1 - v * v) * rho(s) * Q2 / (s + Q2)
    return quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-10)[0]


def F_loop(Q2):
    return quad(lambda u: 2 * u * (1 - u) * np.log1p(u * (1 - u) * Q2),
                0, 1, epsabs=1e-13, epsrel=1e-11)[0]


def F_closed(x):
    L = np.log(1 - x)
    return (-5 / 9 + 4 * (1 - x) / (3 * x * x)
            - (1 - 2 * (1 - x) / x**2) * (2 - x) / (3 * x) * L)


def F_general(Q2):
    b = np.sqrt(1 + 4 / Q2)
    return (-5 / 9 + 4 / (3 * Q2)
            + (1 - 2 / Q2) * b * np.log((b + 1) / (b - 1)) / 3)


for x in (0.2, 0.5, 0.8, 0.97):
    Q2 = x * x / (1 - x)
    assert abs(F_spectral(Q2) - F_loop(Q2)) < 1e-8
    assert abs(F_closed(x) - F_loop(Q2)) < 1e-9
    assert abs(F_general(Q2) - F_loop(Q2)) < 1e-9


# ---------- complete coefficient ----------
def A_below(s_max):
    """Part of A from effective photons with squared mass below s_max."""
    v_max = np.sqrt(1 - 4 / s_max)
    return dblquad(lambda x, v: v * v * (3 - v * v) / 3 * x * x * (1 - x)
                   / (x * x * (1 - v * v) + 4 * (1 - x)),
                   0, v_max, 0, 1, epsabs=1e-10, epsrel=1e-9)[0]


A_double = A_below(np.inf)
A_single = quad(lambda x: (1 - x) * F_loop(x * x / (1 - x)), 0, 1,
                epsabs=1e-10, epsrel=1e-9)[0]
assert abs(A_double - A_formula) < 1e-8
assert abs(A_single - A_formula) < 1e-8

# ---------- pieces of the last integral ----------
mp.mp.dps = 20


def bracket(x, y):                     # y = 1 - x
    L = mp.log(y)
    return 4 / x**2 - 8 / x - 10 * L / x**2 + 4 * L / x**3


def lower_half(x):
    with mp.workdps(150):              # strong cancellation near x = 0
        return bracket(x, 1 - x)


half = mp.mpf(1) / 2
piece_bracket = float(mp.quad(lower_half, [0, half])
                      + mp.quad(lambda y: bracket(1 - y, y), [0, half]))
piece_log = -quad(lambda x: (x - 1 - 6 / x) * np.log1p(-x), 0, 1,
                  epsabs=1e-12, epsrel=1e-11)[0]
assert abs(piece_bracket - 7) < 1e-10
assert abs(piece_log - (-0.25 - pi**2)) < 1e-8
A_pieces = -5 / 18 + (4 + piece_bracket + piece_log) / 3
assert abs(A_pieces - A_formula) < 1e-8

# ---------- heavy-photon bound ----------
slope = F_loop(1e-5) / 1e-5
assert abs(slope - 1 / 15) < 1e-6
bound = slope / 3
assert A_double < bound

# ---------- worked example ----------
print("All quantities are dimensionless; photon mass in units of m")
print("Kernel: s, K from Dirac matrices, K from formula")
for s, direct, formula in kernel_pairs:
    print(f"  {s:5.1f}  {direct:.8f}  {formula:.8f}")
print(f"K(0) = {K(0.0):.8f}")
print("Loop function: x, Q2/m^2, F by quadrature, F closed form")
for x in (0.2, 0.5, 0.8):
    Q2 = x * x / (1 - x)
    print(f"  {x:.1f}  {Q2:.4f}  {F_loop(Q2):.8f}  {F_closed(x):.8f}")
print("Photon mass, K, 1/(3s), share of A below this mass (percent)")
for mass in (2.5, 3.0, 5.0, 10.0, 30.0):
    s = mass**2
    assert K(s) < 1 / (3 * s)
    share = 100 * A_below(s) / A_double
    print(f"  {mass:4.1f}  {K(s):.6f}  {1 / (3 * s):.6f}  {share:.2f}")
print(f"K at threshold s = 4: {K(4.0):.6f}; 1/(3s) = {1 / 12:.6f}")
print(f"Integral of the bracket      = {piece_bracket:.10f}")
print(f"Integral of the log terms    = {piece_log:.10f}")
print(f"A from the summed pieces     = {A_pieces:.10f}")
print(f"A from the double integral   = {A_double:.10f}")
print(f"A from 119/36 - pi^2/3       = {A_formula:.10f}")
print(f"119/36 = {119 / 36:.10f}, pi^2/3 = {pi**2 / 3:.10f}")
print(f"Heavy-photon bound 1/45      = {bound:.6f}")
print(f"Ratio A / bound              = {A_double / bound:.4f}")
schwinger = alpha / (2 * pi)
a_vp = (alpha / pi)**2 * A_formula
print(f"alpha                        = {alpha:.9f}")
print(f"alpha/pi                     = {alpha / pi:.9e}")
print(f"Schwinger term alpha/(2 pi)  = {schwinger:.9e}")
print(f"Electron-loop part of a      = {a_vp:.6e}")
print(f"Ratio loop part / Schwinger  = {a_vp / schwinger:.4e}")
print("OK")
```

Printed output:

```
All quantities are dimensionless; photon mass in units of m
Kernel: s, K from Dirac matrices, K from formula
    1.0  0.10459979  0.10459979
    4.0  0.04517744  0.04517744
   25.0  0.01075063  0.01075063
K(0) = 0.50000000
Loop function: x, Q2/m^2, F by quadrature, F closed form
  0.2  0.0500  0.00331561  0.00331561
  0.5  0.5000  0.03166957  0.03166957
  0.8  3.2000  0.16288072  0.16288072
Photon mass, K, 1/(3s), share of A below this mass (percent)
   2.5  0.032845  0.053333  20.70
   3.0  0.024914  0.037037  39.80
   5.0  0.010751  0.013333  75.14
  10.0  0.003062  0.003333  93.25
  30.0  0.000365  0.000370  99.22
K at threshold s = 4: 0.045177; 1/(3s) = 0.083333
Integral of the bracket      = 7.0000000000
Integral of the log terms    = -10.1196044011
A from the summed pieces     = 0.0156874219
A from the double integral   = 0.0156874219
A from 119/36 - pi^2/3       = 0.0156874219
119/36 = 3.3055555556, pi^2/3 = 3.2898681337
Heavy-photon bound 1/45      = 0.022222
Ratio A / bound              = 0.7059
alpha                        = 0.007297353
alpha/pi                     = 2.322819464e-03
Schwinger term alpha/(2 pi)  = 1.161409732e-03
Electron-loop part of a      = 8.464133e-08
Ratio loop part / Schwinger  = 7.2878e-05
OK
```
